# Shannon-Type Barrier Lowering by a Depleted Dopant-Segregated Layer

## Definitions and conventions

An ideal metal fills \(x<0\) and an n-type semiconductor of static dielectric constant \(\kappa\) fills \(x>0\). Donors segregated at the contact form a layer \(0<x<a\) of uniform density \(n_1\); their dose per area is \(\sigma=n_1a\). Behind the layer the donor density is \(n_2\ll n_1\). Donor charge is averaged over planes parallel to the contact.

The algebra uses atomic units, \(e=4\pi\varepsilon_0=1\). Numbers are in eV and Å, for which \(e^2/(4\pi\varepsilon_0)=14.40\) eV Å.

All potentials are energies of an electron, measured from the Fermi level at zero bias. The electrostatic band edge is \(V(x)\), with \(V(0)=\Phi\), the barrier before image force. Deep in the bulk \(V=\xi\), so the band bending is \(\psi=\Phi-\xi>0\). Define

\[
F(x)=-V'(x),\qquad D(x)=\Phi-V(x)=\int_0^xF(s)\,ds .
\]

A positive \(F\) pushes the electron away from the metal. If \(U(x)\) is the band edge including the image energy, the barrier lowering is

\[
\Delta\Phi=\Phi-\sup_{x>0}U(x).
\]

Tunnelling, interface states and the atomic structure of the interface are left out.

## Lemma 1: image energy

**An electron at distance \(x\) from the metal has image energy \(-1/(4\kappa x)\), so \(U(x)=V(x)-1/(4\kappa x)\).**

*Proof.* The metal surface is an equipotential. For \(x>0\), the field of the induced surface charge is that of a charge \(+1\) at \(-x\), because this charge and the electron together give zero potential on the plane. The two are \(2x\) apart, so the electron is attracted with force \(1/[\kappa(2x)^2]\). The work needed to take it from \(x\) to infinity is

\[
\int_x^\infty\frac{ds}{4\kappa s^2}=\frac1{4\kappa x}.
\]

With the energy set to zero at infinity, the energy at \(x\) is minus this work. It is half the interaction energy \(-1/(2\kappa x)\) of two fixed charges, because the image moves with the electron. ∎

## Lemma 2: depleted layer

**Let depletion reach from the metal to \(W\ge a\). Inside the layer**

\[
F(x)=\frac{4\pi n_1}{\kappa}(b-x),\qquad
D(x)=\frac{4\pi n_1}{\kappa}\left(bx-\frac{x^2}{2}\right),
\]
\[
b=a+\frac{n_2(W-a)}{n_1}.
\]

**Such a \(W\) exists if and only if**

\[
a\le\frac{\kappa\psi}{2\pi\sigma}. \tag{1}
\]

*Proof.* For positive donor charge the electric potential has second derivative \(-4\pi n/\kappa\). The electron energy has the opposite sign, so \(V''=4\pi n/\kappa\) and \(F'=-4\pi n/\kappa\). The field vanishes at \(W\). Integrating from \(x<a\) to \(W\) gives

\[
F(x)=\frac{4\pi}{\kappa}\left[n_1(a-x)+n_2(W-a)\right],
\]

which is the stated \(F\). A further integration from \(0\) gives \(D\). The bulk field thus acts inside the layer like an extra thickness \(b-a\), which is small compared with \(a\) when \(n_2(W-a)\ll\sigma\).

For \(a\le x\le W\) the field is \(F=4\pi n_2(W-x)/\kappa\). The total drop must equal \(\psi\):

\[
\psi=\frac{4\pi}{\kappa}\left[\frac{n_1a^2}{2}+n_2a(W-a)+\frac{n_2(W-a)^2}{2}\right].
\]

Since \(2a(W-a)+(W-a)^2=W^2-a^2\),

\[
\psi=\frac{2\pi}{\kappa}\left[n_1a^2+n_2(W^2-a^2)\right],
\]
\[
W^2=a^2+\frac1{n_2}\left(\frac{\kappa\psi}{2\pi}-n_1a^2\right).
\]

Hence \(W\ge a\) requires \(n_1a^2=\sigma a\le\kappa\psi/(2\pi)\), which is (1). ∎

**Remark.** Condition (1) is also sufficient for the layer to hold few electrons. It keeps \(V\ge\xi\) in the layer. With Boltzmann statistics and a neutral bulk, the electron density is \(n_2e^{-(V-\xi)/kT}\le n_2\ll n_1\). The condition is sufficient but not necessary. The electron density reaches \(n_1\) only when \(V\) falls to \(\xi-kT\ln(n_1/n_2)\), so a somewhat thicker layer is still nearly depleted. In the example below (1) allows 66 Å, yet at 75 Å and the same dose the Poisson equation with mobile electrons gives an electron density below 1% of \(n_1\) and a lowering within about 2% of the leading term of (5).

## Theorem

Assume (1), and set

\[
\beta=\frac1{16\pi n_1b^3}<\frac4{27}.
\]

Let \(y\) be the smaller positive root of

\[
y^2(1-y)=\beta, \tag{2}
\]

and suppose that \(x_m=yb<a\). Define

\[
L=\frac{\sqrt{4\pi n_1b}}{\kappa}\,\frac{1-\tfrac34y}{\sqrt{1-y}}. \tag{3}
\]

**(a)** If \(L\le D(a)\), the barrier top lies at \(x_m\) and \(\Delta\Phi=L\).

**(b)** This part does not need \(\beta<4/27\) or \(x_m<a\). In the limit of vanishing field behind the layer, where \(b=a\), the band edge behind the layer approaches a plateau, and some point inside the layer is higher than this plateau if and only if

\[
a>a_*=\sqrt{\frac{27}{32\pi\sigma}}. \tag{4}
\]

For \(a\le a_*\) the lowering is \(2\pi\sigma a/\kappa\).

**(c)** Again for \(b=a\), let \(x_0=1/\sqrt{16\pi\sigma}\). For \(x_0\ll a\),

\[
\Delta\Phi=\frac{\sqrt{4\pi\sigma}}{\kappa}
\left[1-\frac{x_0}{4a}+O\!\left(\frac{x_0^2}{a^2}\right)\right]. \tag{5}
\]

The leading term of (5) is the Shannon-type law. In SI units it reads \((e^2/\varepsilon)\sqrt{\sigma/4\pi}\), with \(\varepsilon=\kappa\varepsilon_0\). It is derived here for a layer that is thin according to (1), but much thicker than \(x_0\), and a bulk field that is negligible beside that of the layer, \(n_2(W-a)\ll\sigma\).

## Proof of (a)

Inside the layer, Lemmas 1 and 2 give

\[
U'(x)=-F(x)+\frac1{4\kappa x^2}
=\frac{1-16\pi n_1x^2(b-x)}{4\kappa x^2}.
\]

At fixed \(b\), the dielectric constant cancels from the condition \(U'=0\), because it weakens the donor field and the image force equally. Putting \(x=yb\) turns this condition into (2).

The function \(y^2(1-y)\) rises from zero to \(4/27\) at \(y=2/3\), then falls to zero at \(y=1\). For \(\beta<4/27\) there are two positive roots. At the smaller one \(U'\) changes from positive to negative, so it is a maximum. The larger root is a minimum if it lies in the layer.

To find the roots, write \(y=\tfrac13+\tfrac23c\), with \(c=\cos\alpha\). Then

\[
y^2(1-y)=\frac2{27}(1+2c)^2(1-c)
=\frac2{27}(1+3c-4c^3).
\]

Since \(\cos3\alpha=4c^3-3c\), equation (2) becomes \(\cos3\alpha=1-27\beta/2\). With

\[
\theta=\frac13\arccos\left(1-\frac{27\beta}{2}\right),\qquad 0<\theta<\frac\pi3,
\]

the choice \(\alpha=\theta\) gives \(y>2/3\), and \(\alpha=2\pi/3+\theta\) gives \(y<0\). The required root is

\[
y=\frac13+\frac23\cos\left(\frac{2\pi}{3}-\theta\right).
\]

The loss of barrier height at this point is \(D(x_m)+1/(4\kappa x_m)\). By the definition of \(\beta\), \(1/(4b)=4\pi n_1b^2\beta\), so (2) gives

\[
\frac1{4\kappa yb}=\frac{4\pi n_1b^2}{\kappa}\frac{\beta}{y}
=\frac{4\pi n_1b^2}{\kappa}\,y(1-y).
\]

Adding the electrostatic part,

\[
D(x_m)+\frac1{4\kappa x_m}
=\frac{4\pi n_1b^2}{\kappa}\left[y-\frac{y^2}{2}+y-y^2\right]
\]
\[
=\frac{4\pi n_1b^2}{\kappa}\,2y\left(1-\frac34y\right).
\]

Equation (2) also reads \(4b^2(4\pi n_1b)y^2(1-y)=1\). Its positive square root is

\[
2by\sqrt{4\pi n_1b}=\frac1{\sqrt{1-y}}.
\]

Multiplying by \(\sqrt{4\pi n_1b}\) gives \(4\pi n_1b^2\,2y=\sqrt{4\pi n_1b}/\sqrt{1-y}\). Substitution yields \(L\).

It remains to exclude a higher point elsewhere. For \(x\ge a\), \(D(x)\ge D(a)\) and the image energy is negative, so \(U(x)<\Phi-D(a)\le\Phi-L\). If \(U\) has a minimum inside the layer, it rises from there to \(U(a)\), which obeys the same bound. Thus \(x_m\) is the highest point. ∎

## Proof of (b)

With no field behind the layer, \(V\) is constant there at \(\Phi-2\pi\sigma a/\kappa\). The image energy tends to zero at large distance, so \(U\) approaches this plateau from below. Inside the layer,

\[
U(x)-\left(\Phi-\frac{2\pi\sigma a}{\kappa}\right)
=\frac{2\pi\sigma}{\kappa a}(a-x)^2-\frac1{4\kappa x}.
\]

A point in the layer is higher than the plateau when

\[
x(a-x)^2>\frac{a}{8\pi\sigma}.
\]

The derivative of the left side is \((a-x)(a-3x)\), so its maximum is at \(x=a/3\) and equals \(4a^3/27\). Such a point exists if and only if \(4a^3/27>a/(8\pi\sigma)\), which is (4). Otherwise the supremum of \(U\) is the plateau, and the lowering is \(2\pi\sigma a/\kappa\). ∎

**Remark.** A local maximum requires only \(\beta<4/27\), or \(a>\sqrt{27/(64\pi\sigma)}\). Between this thickness and \(a_*\) it exists but lies below the plateau. At \(a_*\) the top has \(y=1/3\), and (3) gives \((3/4)/\sqrt{2/3}=\sqrt{27/32}=0.919\) of the leading law. That law is thus only 8% of its own value too high at the crossing.

## Proof of (c)

For \(b=a\), \(\beta=(x_0/a)^2\). Write \(r=x_0/a\). Equation (2) gives

\[
y=\frac r{\sqrt{1-y}}=r+\frac{r^2}{2}+O(r^3).
\]

The factor in (3) expands as

\[
\left(1-\frac34y\right)\left(1+\frac y2+\frac38y^2+\cdots\right)
=1-\frac y4+O(y^3),
\]

because the two quadratic terms, \(3y^2/8\) and \(-3y^2/8\), cancel. Substituting \(y\) gives \(1-r/4+O(r^2)\). For small \(r\) condition (4) holds, so this is the actual lowering. ∎

Since \(x_0=1/(2\sqrt{4\pi\sigma})\), the first correction in energy is \(-1/(8\kappa a)\), independent of the dose. It is negative because the field weakens between the metal and the barrier top.

## Remark: a layer too thin to hold the top

Suppose a weak field \(F_b=4\pi n_2(W-a)/\kappa\) remains behind a very thin layer. Near the layer, \(F\approx F_b\) for \(x>a\), and \(D(x)\approx2\pi\sigma a/\kappa+F_bx\). Setting the derivative of \(F_bx+1/(4\kappa x)\) to zero gives

\[
x_{\rm out}=\frac1{2\sqrt{\kappa F_b}},\qquad
\Delta\Phi\approx\frac{2\pi\sigma a}{\kappa}+\sqrt{\frac{F_b}{\kappa}}. \tag{6}
\]

This holds for \(a<x_{\rm out}\ll W\), when the outer top is the higher one. The donors and their countercharge on the metal then act as a dipole step. The lowering is linear in dose, apart from the small change of \(F_b\), instead of growing as its square root.

Conditions (1) and (4) leave a range of thickness only if \(\sqrt{27/(32\pi\sigma)}<\kappa\psi/(2\pi\sigma)\). Squaring and solving for the dose gives \(\sigma<8\kappa^2\psi^2/(27\pi)\), in the approximation of negligible bulk field used for (4).

## Example with round parameters

Take \(\kappa=12\), \(\Phi=0.7\) eV, \(\xi=0.2\) eV, \(T=300\) K, \(\sigma=10^{-3}\) Å\(^{-2}\), \(a=40\) Å and \(n_2=10^{-8}\) Å\(^{-3}\). Then \(\psi=0.5\) eV and \(n_1=2.5\times10^{-5}\) Å\(^{-3}\). The layer dose produces the drop

\[
\frac{2\pi(14.40)(10^{-3})(40)}{12}=0.302\ \text{eV}.
\]

This is below \(\psi\), so the layer is depleted. At the same dose, (1) permits thicknesses up to \(40(0.5/0.302)=66\) Å.

Lemma 2 gives \(W=1623\) Å and

\[
b=40+\frac{10^{-8}(1623-40)}{2.5\times10^{-5}}=40.6\ \text{Å}.
\]

The root of (2) is \(y=0.116\), so \(x_m=4.7\) Å. The surface field is \(0.0153\) eV/Å, and the prefactor in (3) is \(0.1356\) eV. Therefore

\[
\Delta\Phi=0.1356\,\frac{1-0.75(0.116)}{\sqrt{1-0.116}}
=0.132\ \text{eV},
\]

or \(0.00484\) hartree. This is below \(D(a)\), as part (a) requires. The barrier becomes \(0.568\) eV.

The leading dose law gives \(0.1345\) eV. Finite thickness subtracts \(0.0038\) eV to first order in \(x_0/a\) (\(0.0040\) eV in full), while the bulk field raises the prefactor by \(0.0011\) eV. These two changes account for most of the difference from (3).

Mobile electrons can be included by solving \(V''=(4\pi/\kappa)(n-n_e)\), with \(n\) the local donor density and \(n_e=n_2e^{-(V-\xi)/kT}\), by numerical shooting from the back of the layer. The lowering is then \(0.1316\) eV, against \(0.1317\) eV from (3).

Without the surface layer, the bulk depletion field and image force give a lowering of \(0.0215\) eV. The layer thus adds \(0.110\) eV. With an unchanged prefactor, the part of the current that passes over the barrier rises by a factor \(\exp(0.1101/0.02585)\approx71\).

A search for the highest point of \(U\) on a fine grid, at fixed dose, gives:

| \(a\) (Å) | top position (Å) | \(\Delta\Phi\) (eV) |
|---:|---:|---:|
| 8 | 28.9 | 0.081 |
| 12 | 29.4 | 0.111 |
| 20 | 5.1 | 0.128 |
| 40 | 4.7 | 0.132 |
| 60 | 4.6 | 0.132 |

At 8 Å the step contributes \(0.060\) eV and the bulk image term \(0.021\) eV, in agreement with (6). The leading Shannon law would exceed the actual lowering by 66% of the latter.

The top jumps into the layer at \(a=13.5\) Å, found by bisection, whereas (4) gives \(16.4\) Å. A weak bulk field lowers the outer top by \(\sqrt{F_b/\kappa}=2F_bx_{\rm out}\), but the inner top by only about \(F_bx_m\). Since \(x_m\ll x_{\rm out}\), the inner top becomes the higher one at a smaller thickness. For (4) to be accurate, \(\sqrt{F_b/\kappa}\) must be small beside the step \(2\pi\sigma a/\kappa\), which is a stricter demand than \(b\approx a\).

## Remark: a layer too thick to deplete

When (1) is strongly violated, part of the layer is neutral. Its band edge is \(\xi_1=\xi-kT\ln(n_1/n_2)\), where the Boltzmann electron density equals \(n_1\). Multiply \(V''=(4\pi n_1/\kappa)[1-e^{-(V-\xi_1)/kT}]\) by \(V'\) and integrate from the neutral region, where \(V'=0\), to the metal:

\[
\frac{F(0)^2}{2}\approx\frac{4\pi n_1}{\kappa}(\Phi-\xi_1-kT).
\]

The omitted exponential is negligible for \(\Phi-\xi_1\gg kT\). The surface field now depends on donor density, not on total dose.

For \(a=120\) Å at the same \(n_1\), the shooting solution gives \(0.0226\) eV/Å. Treating every donor as depleted would give \(0.0452\) eV/Å. The numerical lowering is \(0.162\) eV, while the leading law with the full dose would give \(0.1345\sqrt3=0.233\) eV. Here \(\xi_1\) is close to the Fermi level, where Boltzmann statistics are rough, so these values illustrate saturation within the model.

## Remark: limits of the averaged model

The ratio of \(x_0\) to the typical lateral dopant spacing \(\sigma^{-1/2}\) is

\[
x_0\sqrt\sigma=\frac1{\sqrt{16\pi}}=0.14,
\]

whatever the dose. In the example the spacing is 32 Å, but the top is about 5 Å from the metal. An electron there can resolve individual donors, so the local barrier varies along the contact. The theorem gives the barrier of the laterally averaged charge, not the average current through that varying barrier.

A distance of 5 Å is also close to atomic dimensions, where a sharp metal plane and a static dielectric constant are serious approximations. Tunnelling below the top adds current that \(\Delta\Phi\) does not contain. It matters when the tunnelling energy \(\sqrt{\pi n_1/(\kappa m)}\), with \(m\) the effective mass in electron masses, is comparable with \(kT\) or larger. It can also matter below that, because the top rounded by the image force is narrow, with a curvature set by \(x_m\) and hence by the dose: for \(\sigma=4\times10^{-4}\) Å\(^{-2}\), \(a=160\) Å and \(m=1\) this energy is \(kT/3\), yet a WKB estimate nearly doubles the current over the top. In the example this energy is \(0.027\) eV for \(m=1\) and larger for lighter electrons, against \(kT=0.026\) eV. The surface field is 1.5 MV/cm, and a WKB estimate through \(U(x)\) gives a total current about 6 times the part over the top for \(m=1\) and about 40 times for \(m=0.26\). Tunnelling is therefore not a small correction there, and the factor 71 does not describe the total current. A barrier inferred from measured current may therefore differ from \(\Phi-\Delta\Phi\) even when the layer satisfies both thickness conditions.

Numerical values quoted here were computed with a short program.
